# Can an LED photon carry more energy than charge times voltage?: a program that tests the result

```python
"""
Result under test: an LED at lattice temperature T and voltage V can emit
photons of energy E > qV; the lattice supplies E - qV per radiative event.
The whole device cools only if (photons per electron)*<E> exceeds qV.

Symbols: gap = absorption edge, mu = quasi-Fermi splitting (= qV here),
N = photon flux, U = energy flux, S = entropy flux, all into a hemisphere;
subscript 0 = ambient radiation (mu = 0); Q = heat drawn from the lattice.
The emitter has unit absorptivity above the gap and zero below it.
Energies are in joules inside functions unless a name ends in _eV.
"""
import numpy as np
from scipy.constants import h, c, k, e as q, sigma
from scipy.integrate import quad
from scipy.optimize import brentq

T = 300.0
gap = 0.80 * q
V_main = 0.70
J_n = 1.0e-3          # nonradiative prefactor, A/m^2
kT = k * T


def mode_factor(temp):
    return 2 * np.pi * (k * temp)**3 / (h**3 * c**2)


def flux(power, mu, temp=T, edge=gap):
    """Integral of E**power times the photon flux spectrum."""
    kt = k * temp
    g, u = edge / kt, mu / kt

    def integrand(t):
        return (g + t)**(2 + power) / np.expm1(g + t - u)

    value = quad(integrand, 0, 60, epsabs=0, epsrel=1e-10, limit=200)[0]
    return mode_factor(temp) * kt**power * value


def entropy_flux(mu):
    """Entropy from the occupation of each radiation mode."""
    g, u = gap / kT, mu / kT

    def integrand(t):
        f = 1 / np.expm1(g + t - u)
        return (g + t)**2 * ((1 + f) * np.log1p(f) - f * np.log(f))

    value = quad(integrand, 0, 60, epsabs=0, epsrel=1e-10, limit=200)[0]
    return k * mode_factor(T) * value


N0, U0 = flux(0, 0.0), flux(1, 0.0)


def device(V):
    """Radiative current, total current, net radiated power, lattice heat."""
    J_rad = q * (flux(0, q * V) - N0)
    J = J_rad + J_n * np.expm1(q * V / (2 * kT))
    P = flux(1, q * V) - U0
    return J_rad, J, P, P - V * J


# Fermi occupations: emission over net absorption is a shifted Bose factor,
# whatever the division of the photon energy between electron and hole.
F_n, F_p = 0.30 * q, -0.40 * q
for E_e, E_h in [(0.35, -0.45), (0.42, -0.47), (0.38, -0.60)]:
    f_c = 1 / (np.exp((E_e * q - F_n) / kT) + 1)
    f_v = 1 / (np.exp((E_h * q - F_p) / kT) + 1)
    ratio = f_c * (1 - f_v) / (f_v - f_c)
    bose = 1 / np.expm1(((E_e - E_h) * q - (F_n - F_p)) / kT)
    assert abs(ratio / bose - 1) < 1e-10

# Absolute prefactor: a gapless unbiased emitter is a black body.
black_body = flux(1, 0.0, edge=0.0)
assert abs(black_body / (sigma * T**4) - 1) < 1e-7

# Mean photon energy: quadrature against the Boltzmann closed form.
poly_N = gap**2 + 2 * gap * kT + 2 * kT**2
poly_U = gap**3 + 3 * gap**2 * kT + 6 * gap * kT**2 + 6 * kT**3
E_closed = poly_U / poly_N
E_half = flux(1, 0.5 * q) / flux(0, 0.5 * q)
assert abs(E_half / E_closed - 1) < 1e-5
N_main, U_main = flux(0, q * V_main), flux(1, q * V_main)
E_main = (U_main - U0) / (N_main - N0)
# Bose corrections are of order exp(-(gap-qV)/kT), about two percent,
# and change the mean excess over the gap, itself a few percent of <E>.
assert abs(E_main / E_closed - 1) < 2e-3

# Activation energy of the light at fixed voltage equals heat per photon.
dT = 0.5
beta_hi, beta_lo = 1 / (k * (T - dT)), 1 / (k * (T + dT))
slope = -(np.log(flux(0, 0.5 * q, T - dT)) -
          np.log(flux(0, 0.5 * q, T + dT))) / (beta_hi - beta_lo)
heat_half = E_half - 0.5 * q
assert abs(slope / heat_half - 1) < 1e-4


# Phonon ladder: electrons start at the contact Fermi level, climb and fall
# by phonon exchange, and radiate only from rungs at or above the onset.
rung = 0.02 * q
onset, top = 5, 30
phonon_rate, photon_rate = 1e12, 1e8


def ladder(temp):
    """Photon rate, mean excess photon energy, phonon heat per photon."""
    up = phonon_rate * np.exp(-rung / (k * temp))
    down = phonon_rate
    A, b = np.zeros((top, top)), np.zeros(top)
    for i in range(1, top + 1):
        r = i - 1
        A[r, r] = down + (up if i < top else 0.0)
        A[r, r] += photon_rate if i >= onset else 0.0
        if i > 1:
            A[r, r - 1] = -up
        else:
            b[r] = up           # contact population is the unit
        if i < top:
            A[r, r + 1] = -down
    p = np.concatenate(([1.0], np.linalg.solve(A, b)))
    light = photon_rate * p[onset:]
    excess = np.sum(light * rung * np.arange(onset, top + 1)) / light.sum()
    heat = np.sum(rung * (up * p[:-1] - down * p[1:])) / light.sum()
    return light.sum(), excess, heat


rate_ladder, excess_ladder, heat_ladder = ladder(T)
assert abs(heat_ladder / excess_ladder - 1) < 1e-6
thermal_excess = onset * rung + rung / np.expm1(rung / kT)
# Emission slightly depletes the rungs, by about photon_rate/phonon_rate.
assert abs(excess_ladder / thermal_excess - 1) < 1e-3
slope_ladder = -(np.log(ladder(T - dT)[0]) -
                 np.log(ladder(T + dT)[0])) / (beta_hi - beta_lo)
assert abs(slope_ladder / heat_ladder - 1) < 3e-3

# Second law for the purely radiative device: entropy definition against
# the work integral of the net photon flux.
Q_ideal = (U_main - U0) - q * V_main * (N_main - N0)
TS_net = T * (entropy_flux(q * V_main) - entropy_flux(0.0))
surplus = TS_net - Q_ideal
work_integral = q * quad(lambda v: flux(0, q * v) - N0, 0, V_main,
                         epsabs=0, epsrel=1e-8)[0]
assert surplus > 0
assert abs(surplus / work_integral - 1) < 1e-6
surplus_per_kT = surplus / ((N_main - N0) * kT)
assert abs(surplus_per_kT - 1) < 0.02   # Bose correction

# Sign of the net lattice heat, scanned from the full flux integrals.
grid = np.geomspace(1e-5, 0.75, 120)
heat_grid = np.array([device(v)[3] for v in grid])
changes = np.where(np.sign(heat_grid[:-1]) != np.sign(heat_grid[1:]))[0]
assert len(changes) == 2 and heat_grid[0] > 0 and heat_grid[-1] > 0
V_low, V_high = [brentq(lambda v: device(v)[3], grid[i], grid[i + 1],
                        xtol=1e-13) for i in changes]

# Closed-form predictions for both crossings.
J_r0 = q * 2 * np.pi / (h**3 * c**2) * kT * np.exp(-gap / kT) * poly_N
eta_0 = J_r0 / (J_r0 + J_n / 2)
V_low_closed = eta_0 * E_closed / q
assert abs(V_low / V_low_closed - 1) < 0.01   # finite qV/kT


def closed_balance(v):
    rad = J_r0 * np.expm1(q * v / kT)
    non = J_n * np.expm1(q * v / (2 * kT))
    return rad / (rad + non) * E_closed / q - v


V_high_closed = brentq(closed_balance, 0.3, 0.7)
assert abs(V_high / V_high_closed - 1) < 1e-3

print(f"temperature: {T:.0f} K")
print(f"thermal energy kT: {kT/q:.5f} eV")
print(f"gap: {gap/q:.2f} eV")
print(f"main voltage: {V_main:.2f} V")
print(f"nonradiative prefactor J_n: {J_n:.1e} A/m^2")
print(f"black-body check, computed flux: {black_body:.2f} W/m^2")
print(f"black-body check, sigma T^4: {sigma*T**4:.2f} W/m^2")
print(f"mean photon energy, Boltzmann formula: {E_closed/q:.5f} eV")
print(f"mean photon energy at main voltage: {E_main/q:.5f} eV")
print(f"mean photon energy at main voltage: {E_main:.4e} J")
print(f"heat per photon at main voltage: {E_main/q-V_main:.5f} eV")
print(f"heat per photon at main voltage: {E_main-q*V_main:.4e} J")
print(f"threshold photons per electron: {q*V_main/E_main:.4f}")
print(f"heat per photon at 0.50 V: {heat_half/q:.5f} eV")
print(f"activation energy of light at 0.50 V: {slope/q:.5f} eV")
print(f"ladder rung: {rung/q:.2f} eV")
print(f"ladder emission onset: {onset*rung/q:.2f} eV")
print(f"ladder phonon rate: {phonon_rate:.1e} 1/s")
print(f"ladder photon rate: {photon_rate:.1e} 1/s")
print(f"ladder photon energy minus qV: {excess_ladder/q:.5f} eV")
print(f"ladder phonon heat per photon: {heat_ladder/q:.5f} eV")
print(f"ladder activation energy: {slope_ladder/q:.5f} eV")
print(f"ideal device, heat drawn: {Q_ideal:.2f} W/m^2")
print(f"ideal device, T times net entropy flux: {TS_net:.2f} W/m^2")
print(f"ideal device, T times entropy production: {surplus:.2f} W/m^2")
print(f"entropy production per photon: {surplus_per_kT:.4f} k")
print(f"radiative saturation current: {J_r0:.4e} A/m^2")
print(f"low-bias photons per electron: {eta_0:.4e}")
print(f"lower heat sign change: {V_low*1e3:.5f} mV")
print(f"lower sign change, closed form: {V_low_closed*1e3:.5f} mV")
print(f"upper heat sign change: {V_high:.5f} V")
print(f"upper sign change, closed form: {V_high_closed:.5f} V")
for V in (1e-4, 0.30, V_main):
    J_rad, J, P, Q = device(V)
    print(f"bias {V:.4f} V: radiative current {J_rad:.4e} A/m^2")
    print(f"bias {V:.4f} V: total current {J:.4e} A/m^2")
    print(f"bias {V:.4f} V: photons per electron {J_rad/J:.4e}")
    print(f"bias {V:.4f} V: electrical power {V*J:.4e} W/m^2")
    print(f"bias {V:.4f} V: net radiated power {P:.4e} W/m^2")
    print(f"bias {V:.4f} V: heat from lattice {Q:.4e} W/m^2")
    print(f"bias {V:.4f} V: heat per electron {Q/J:.4e} eV")
print("done: every assertion held")
```

Output:

```
temperature: 300 K
thermal energy kT: 0.02585 eV
gap: 0.80 eV
main voltage: 0.70 V
nonradiative prefactor J_n: 1.0e-03 A/m^2
black-body check, computed flux: 459.30 W/m^2
black-body check, sigma T^4: 459.30 W/m^2
mean photon energy, Boltzmann formula: 0.82752 eV
mean photon energy at main voltage: 0.82737 eV
mean photon energy at main voltage: 1.3256e-19 J
heat per photon at main voltage: 0.12737 eV
heat per photon at main voltage: 2.0408e-20 J
threshold photons per electron: 0.8460
heat per photon at 0.50 V: 0.32752 eV
activation energy of light at 0.50 V: 0.32752 eV
ladder rung: 0.02 eV
ladder emission onset: 0.10 eV
ladder phonon rate: 1.0e+12 1/s
ladder photon rate: 1.0e+08 1/s
ladder photon energy minus qV: 0.11712 eV
ladder phonon heat per photon: 0.11712 eV
ladder activation energy: 0.11711 eV
ideal device, heat drawn: 7514.95 W/m^2
ideal device, T times net entropy flux: 9032.41 W/m^2
ideal device, T times entropy production: 1517.45 W/m^2
entropy production per photon: 0.9949 k
radiative saturation current: 1.0161e-07 A/m^2
low-bias photons per electron: 2.0317e-04
lower heat sign change: 0.16841 mV
lower sign change, closed form: 0.16813 mV
upper heat sign change: 0.49629 V
upper sign change, closed form: 0.49629 V
bias 0.0001 V: radiative current 3.9380e-10 A/m^2
bias 0.0001 V: total current 1.9364e-06 A/m^2
bias 0.0001 V: photons per electron 2.0337e-04
bias 0.0001 V: electrical power 1.9364e-10 W/m^2
bias 0.0001 V: net radiated power 3.2588e-10 W/m^2
bias 0.0001 V: heat from lattice 1.3224e-10 W/m^2
bias 0.0001 V: heat per electron 6.8294e-05 eV
bias 0.3000 V: radiative current 1.1135e-02 A/m^2
bias 0.3000 V: total current 3.4118e-01 A/m^2
bias 0.3000 V: photons per electron 3.2637e-02
bias 0.3000 V: electrical power 1.0235e-01 W/m^2
bias 0.3000 V: net radiated power 9.2147e-03 W/m^2
bias 0.3000 V: heat from lattice -9.3140e-02 W/m^2
bias 0.3000 V: heat per electron -2.7299e-01 eV
bias 0.7000 V: radiative current 5.8999e+04 A/m^2
bias 0.7000 V: total current 5.9757e+04 A/m^2
bias 0.7000 V: photons per electron 9.8731e-01
bias 0.7000 V: electrical power 4.1830e+04 W/m^2
bias 0.7000 V: net radiated power 4.8814e+04 W/m^2
bias 0.7000 V: heat from lattice 6.9843e+03 W/m^2
bias 0.7000 V: heat per electron 1.1688e-01 eV
done: every assertion held
```
